# Seminumerical chain-of-spheres exchange and overlap fitting

The exchange matrix $K_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}(\mu\lambda|\nu\sigma)$ can be built without four-centre integrals by integrating one electron analytically and the other on a grid of points $\mathbf r_g$ with weights $w_g\ge0$. With $X_{\mu g}=\sqrt{w_g}\,\chi_\mu(\mathbf r_g)$ and $A^g_{\nu\sigma}=\int\chi_\nu\chi_\sigma(\mathbf r')\,|\mathbf r_g-\mathbf r'|^{-1}d^3r'$,

$$F=PX,\qquad G_{\nu g}=\sum_\sigma A^g_{\nu\sigma}F_{\sigma g},\qquad K^{\rm plain}=XG^T .$$

Overlap fitting replaces the last $X$ by $Q=SS_n^{-1}X$, where $S$ is the analytic overlap matrix and $S_n=XX^T$ its grid value. With $\Delta S=S_n-S$ the errors are exactly

$$K^{\rm plain}-K=T+E,\qquad K^{\rm fit}-K=SS_n^{-1}E,\qquad T=\Delta S\,S^{-1}K ,$$

where $E$ is the grid integral of the part of the exchange operator's output that lies outside the span of the basis. The fit removes $T$. It lowers the error norm, when the product of the grid errors $\Delta S$ and $E$ is neglected, only if $\|T\|^2+2\langle T,E\rangle>0$, and this condition can fail.

Atomic units are used. The $N$ basis functions $\chi_\mu$ are real, and $(\mu\lambda|\nu\sigma)=\iint\chi_\mu\chi_\lambda(\mathbf r)\,|\mathbf r-\mathbf r'|^{-1}\chi_\nu\chi_\sigma(\mathbf r')$. The system is closed-shell, $P=2C_oC_o^T$ with $C_o$ the coefficients of the occupied orbitals. Inserting $P$ twice gives ${\rm tr}(PK)=4\sum_{ij}(ij|ij)$ over occupied spatial orbitals, so the exchange energy $-\sum_{ij}(ij|ij)$ is $E_x=-\tfrac14{\rm tr}(PK)$. For matrices $\langle M,M'\rangle={\rm tr}(MM'^T)$, $\|M\|$ is the Frobenius norm and $\|M\|_2$ the largest singular value.

## The analytic electron: two s Gaussians

Take normalised functions $\mathcal N_a e^{-a|\mathbf r-\mathbf R_a|^2}$ and $\mathcal N_b e^{-b|\mathbf r-\mathbf R_b|^2}$ with $\mathcal N_a=(2a/\pi)^{3/4}$. Completing the square, with $p=a+b$ and $\mathbf R_p=(a\mathbf R_a+b\mathbf R_b)/p$,

$$a|\mathbf r-\mathbf R_a|^2+b|\mathbf r-\mathbf R_b|^2=p|\mathbf r-\mathbf R_p|^2+\frac{ab}{p}|\mathbf R_a-\mathbf R_b|^2 .$$

Since $\int e^{-pr^2}d^3r=(\pi/p)^{3/2}$, the overlap is $S_{ab}=\mathcal N_a\mathcal N_b(\pi/p)^{3/2}e^{-(ab/p)|\mathbf R_a-\mathbf R_b|^2}$, and the product is the charge cloud $S_{ab}(p/\pi)^{3/2}e^{-p|\mathbf r-\mathbf R_p|^2}$. Its potential at a point a distance $d$ from $\mathbf R_p$ follows from $1/r=(2/\sqrt\pi)\int_0^\infty e^{-t^2r^2}dt$. Completing the square a second time, now for exponents $p$ and $t^2$,

$$A=S_{ab}\frac{2}{\sqrt\pi}\int_0^\infty\Big(\frac{p}{p+t^2}\Big)^{3/2}e^{-pd^2t^2/(p+t^2)}dt .$$

The substitution $u^2=t^2/(p+t^2)$ gives $p/(p+t^2)=1-u^2$, $t=\sqrt p\,u(1-u^2)^{-1/2}$ and $dt=\sqrt p\,(1-u^2)^{-3/2}du$. The powers of $1-u^2$ cancel:

$$A=S_{ab}\,2\sqrt{\frac p\pi}\int_0^1e^{-pd^2u^2}du=S_{ab}\frac{{\rm erf}(\sqrt p\,d)}{d}.$$

The integrand is at most 1 and ${\rm erf}\le1$, so $A\le S_{ab}\min(2\sqrt{p/\pi},1/d)$. The potential is finite at $d=0$: the Coulomb singularity has been integrated out, and the grid never meets it. It is small when the pair does not overlap, but it falls only as $1/d$ with distance from the pair.

For $a=0.8$ bohr$^{-2}$ at the origin, $b=0.5$ bohr$^{-2}$ at $(0,0.6,1.2)$ bohr and the point $(1,-0.5,0.3)$ bohr, $p=1.3$ bohr$^{-2}$, $S_{ab}=0.551623$, $d=1.249047$ bohr, and

$$A=0.551623\times{\rm erf}(\sqrt{1.3}\times1.249047)/1.249047=0.4222005\ \text{Ha}.$$

Integrating the definition in spherical coordinates about the point (100 Gauss–Legendre radii up to 10 bohr, 48 Gauss–Legendre values of $\cos\theta$, 48 equally spaced azimuths) also gives 0.4222005 Ha.

## The whole method for one basis function

Let the basis be one normalised Gaussian $\chi$ of exponent $a$ at the origin, holding two electrons: $S=1$, $P=2$. The formula above with $p=2a$ gives $A(\mathbf r)=V(r)={\rm erf}(\sqrt{2a}\,r)/r$, and $K=2\int\chi^2V\,d^3r$. Using the $u$-integral for $V$ and $\int(p/\pi)^{3/2}e^{-p(1+u^2)r^2}d^3r=(1+u^2)^{-3/2}$,

$$K=2\cdot2\sqrt{\frac p\pi}\int_0^1\frac{du}{(1+u^2)^{3/2}}=4\sqrt{\frac p\pi}\Big[\frac{u}{\sqrt{1+u^2}}\Big]_0^1=4\sqrt{\frac a\pi}.$$

On a grid the three steps are $F_g=2X_g$, $G_g=V(r_g)F_g$ and $K^{\rm plain}=\sum_gX_gG_g=\sum_gw_g\chi^2(\mathbf r_g)\,2V(r_g)$. Writing $2V=K+(2V-K)$ splits the sum:

$$K^{\rm plain}=KS_n+E,\qquad S_n=\sum_gw_g\chi^2,\qquad E=\sum_gw_g\chi^2(2V-K).$$

The exact integral of $\chi^2(2V-K)$ vanishes, so $E$ is pure grid error, and $K^{\rm plain}-K=T+E$ with $T=(S_n-1)K$. The fit is $Q_g=X_g/S_n$, hence $K^{\rm fit}=K^{\rm plain}/S_n=K+E/S_n$. It turns the sum into a properly normalised average of $2V$ over the density; if $V$ were constant it would be exact on any grid.

Whether this helps depends on where the grid errs. Consider an idealised quadrature that is exact except that it omits a region holding the fraction $q$ of $\chi^2$, in which the $\chi^2$-weighted mean of $V$ is $\bar V$. Then $S_n=1-q$, $T=-qK$, $E=-q(2\bar V-K)$, and

$$K^{\rm plain}-K=-2q\bar V,\qquad K^{\rm fit}-K=\frac{q(K-2\bar V)}{1-q}.$$

If the omitted region is a small ball at the centre, $2\bar V\to2V(0)=4\sqrt{2a/\pi}=\sqrt2K$, and for $q\to0$ the fitted error is the fraction $(\sqrt2-1)/\sqrt2$ of the plain one. If it is the tail $r>r_0$, then $\bar V\le1/r_0$. For $r_0>\sqrt{\pi/a}$ this means $\bar V<K/4$, so $K-2\bar V>2\bar V$ and the fitted error is the larger. In the tail the true integrand is small because $V$ has decayed; $T$ and $E$ have opposite signs and cancel in part in the plain sum ($|T+E|/|T|=2\bar V/K<\tfrac12$ for $r_0>\sqrt{\pi/a}$), and the fit destroys that cancellation.

## The three contractions in general

Doing the $\mathbf r'$ integral first and the $\mathbf r$ integral by quadrature, with $w_g$ shared as $\sqrt{w_g}\sqrt{w_g}$ (which needs $w_g\ge0$),

$$(\mu\lambda|\nu\sigma)=\int\chi_\mu\chi_\lambda(\mathbf r)A_{\nu\sigma}(\mathbf r)\,d^3r\approx\sum_gX_{\mu g}X_{\lambda g}A^g_{\nu\sigma}.$$

In $K_{\mu\nu}$ the index $\lambda$ occurs only in $P_{\lambda\sigma}X_{\lambda g}$ and can be summed first; then $\sigma$; then $g$:

$$K^{\rm plain}_{\mu\nu}=\sum_gX_{\mu g}\sum_\sigma A^g_{\nu\sigma}\underbrace{\sum_\lambda P_{\sigma\lambda}X_{\lambda g}}_{F_{\sigma g}}=\sum_gX_{\mu g}G_{\nu g}.$$

Each step has three free or summed indices, two over the basis and one over the $N_g$ points, so it takes $N^2N_g$ multiplications. Forming the four-index array would take $N^4N_g$. For $N=38$ and $N_g=3978$ the counts are $3\times3978\times38^2=1.72\times10^7$ against $3978\times38^4=8.29\times10^9$; the evaluation of the $N^2N_g$ integrals $A$ comes on top of both.

The middle quantity has a meaning. The function $G_\nu(\mathbf r)=\sum_{\lambda\sigma}P_{\lambda\sigma}\chi_\lambda(\mathbf r)A_{\nu\sigma}(\mathbf r)$ equals $2\sum_{i\,{\rm occ}}\phi_i(\mathbf r)\int\phi_i\chi_\nu(\mathbf r')\,|\mathbf r-\mathbf r'|^{-1}d^3r'$ with $\phi_i$ the occupied orbitals, that is, twice the closed-shell exchange operator applied to $\chi_\nu$ (the Fock matrix contains $-\tfrac12K$); $K_{\mu\nu}=\int\chi_\mu G_\nu$ exactly, and $G_{\nu g}=\sqrt{w_g}\,G_\nu(\mathbf r_g)$. Because $\mu$ sits on the grid and $\nu$ in the analytic integral, $K^{\rm plain}$ is not symmetric. Replacing it by $\tfrac12(K^{\rm plain}+K^{{\rm plain}\,T})$ leaves the energy unchanged, since ${\rm tr}(PM^T)={\rm tr}(MP)={\rm tr}(PM)$ for symmetric $P$.

## The error split and the fit

Project $G_\nu$ on the basis exactly: $G_\nu=\sum_\kappa\chi_\kappa c_{\kappa\nu}+R_\nu$ with $\int\chi_\mu R_\nu=0$. Multiplying by $\chi_\mu$ and integrating gives $K=Sc$, so $c=S^{-1}K$. On the grid $G=c^TX+R$ with $R_{\nu g}=\sqrt{w_g}R_\nu(\mathbf r_g)$. Then

$$K^{\rm plain}=XG^T=S_nc+XR^T=Sc+\Delta S\,c+E=K+T+E,\qquad E=XR^T .$$

The term $T$ is the grid error of products $\chi_\mu\chi_\kappa$, whose exact integrals are known. It disappears if the outer $X$ is replaced by any $Q$ with $QX^T=S$. Among these, take the one nearest to $X$, assuming $S_n$ invertible, which requires the basis functions to be linearly independent on the grid. Write $Q=X+D$, so that $DX^T=-\Delta S$. One solution is $D_0=-\Delta S\,S_n^{-1}X$, and every other is $D_0+Z$ with $ZX^T=0$. Since $\langle D_0,Z\rangle=-{\rm tr}(\Delta S\,S_n^{-1}XZ^T)=0$, one has $\|D_0+Z\|^2=\|D_0\|^2+\|Z\|^2$, smallest at $Z=0$. Thus $Q=(S_n-\Delta S)S_n^{-1}X=SS_n^{-1}X$.

The same matrix arises from a least-squares fit. Minimising $\|G^T-X^Tc'\|^2$ over $c'$ gives the normal equations $XX^Tc'=XG^T$, and integrating the fitted function against $\chi_\mu$ analytically gives $Sc'=SS_n^{-1}XG^T=QG^T$. In practice $K^{\rm fit}=SS_n^{-1}K^{\rm plain}$, so no new integrals are needed. Its error follows from $K^{\rm plain}=S_nc+E$ and $SS_n^{-1}=1-\Delta S\,S_n^{-1}$:

$$K^{\rm fit}-K=SS_n^{-1}E=E-\Delta S\,S_n^{-1}E .$$

The factor $SS_n^{-1}$ can amplify $E$ on a poor grid, by an amount that can be bounded. With $L=S^{-1/2}$, $(LS_nL)^{-1}=S^{1/2}S_n^{-1}S^{1/2}$, so $L(K^{\rm fit}-K)L=(LS_nL)^{-1}LEL$. The eigenvalues of $LS_nL=1+L\Delta SL$ are at least $1-\eta$ with $\eta=\|L\Delta SL\|_2$, so $\|L(K^{\rm fit}-K)L\|\le\|LEL\|/(1-\eta)$ for $\eta<1$. For $\eta\ge1$ the bound is void.

By the triangle inequality $\big|\,\|K^{\rm fit}-K\|-\|E\|\,\big|\le m=\|\Delta S\,S_n^{-1}\|_2\|E\|$, while $\|T+E\|^2-\|E\|^2=\|T\|^2+2\langle T,E\rangle$. Whenever $\|T+E\|$ and $\|E\|$ differ by more than $m$, the fit lowers the norm if and only if

$$\|T\|^2+2\langle T,E\rangle>0,\quad\text{that is}\quad\cos(T,E)>-\frac{\|T\|}{2\|E\|}.$$

For the energy, let $C$ hold all orbitals; $C^TSC=1$ with square $C$ gives $S^{-1}=CC^T$. The removed contribution is

$$-\tfrac14{\rm tr}(PT)=-\tfrac12{\rm tr}(C_o^T\Delta S\,C\,C^TKC_o)=-\tfrac12\sum_{i\,{\rm occ}}\sum_p\Delta S_{ip}K_{pi}$$

in the orbital basis. The terms $p=i$ are normalisation errors weighted by $K_{ii}$, as in the one-function case; the others are orthogonality errors.

## Formaldehyde

The example is H$_2$CO at the restricted Hartree–Fock level in def2-SVP ($N=38$, 16 electrons) at the chosen geometry CO 1.21 Å, CH 1.10 Å, HCH 116°. With analytic four-centre integrals the total energy is $-113.777970$ Ha, $E_x=-14.063203$ Ha and $\|K\|=17.814$ Ha. These are reference values for this basis, not basis-set limits: def2-TZVP lowers the total energy by 0.138 Ha and $E_x$ by 0.024 Ha. The converged $P$ is held fixed, and all errors are relative to the analytic $K$ for it. The grids are products of Treutler–Ahlrichs radial and Lebedev angular points, Becke-partitioned with Treutler's atomic-size adjustment (Bragg radii), unpruned, labelled radial × angular points per atom, with zero-weight points dropped; the molecule has CO along $z$ and lies in the $yz$ plane. Norms are in the atomic-orbital basis, in hartree. The entries depend on the partition: without the size adjustment the plain and fitted errors on 20×50 are $8.08\times10^{-3}$ and $7.59\times10^{-3}$ Ha, and the energy errors $2.6\times10^{-4}$ and $1.8\times10^{-4}$ Ha.

| grid | 20×50 | 30×110 | 50×194 |
|---|---|---|---|
| $N_g$ | 3978 | 13123 | 38742 |
| $\eta$ | 2.9e-2 | 2.0e-3 | 1.7e-4 |
| $\lVert T\rVert$ | 1.590e-2 | 7.081e-4 | 5.975e-5 |
| $\lVert E\rVert$ | 7.900e-3 | 5.899e-4 | 3.418e-5 |
| $\cos(T,E)$ | −0.716 | −0.823 | −0.685 |
| plain error | 1.163e-2 | 4.020e-4 | 4.406e-5 |
| fitted error | 7.938e-3 | 5.898e-4 | 3.419e-5 |
| $\delta E_x$ plain | 6.44e-4 | 7.67e-5 | −7.9e-6 |
| $\delta E_x$ fitted | 3.9e-6 | −4.91e-5 | 3.4e-6 |

The fitted error lies within the margin $m$ ($7.0\times10^{-4}$, $2.9\times10^{-6}$, $1.4\times10^{-8}$ Ha) of $\|E\|$. The thresholds $-\|T\|/2\|E\|$ are $-1.590/(2\times0.7900)=-1.01$, $-7.081/(2\times5.899)=-0.60$ and $-5.975/(2\times3.418)=-0.87$. The cosine lies above the threshold on the first and third grids, where the error falls by factors 1.47 and 1.29, and below it on 30×110. There $(7.081\times10^{-4})^2-2\times0.823\times7.081\times10^{-4}\times5.899\times10^{-4}=-1.86\times10^{-7}$ Ha$^2$, and the fit raises the error from $4.0\times10^{-4}$ to $5.9\times10^{-4}$ Ha. Which regions of the grid make the cosine negative was not determined. Of the 1444 elements on 20×50, 445 improve, 247 get worse, and for the rest the two errors differ in magnitude by less than $10^{-8}$ Ha. The asymmetry $\|K^{\rm plain}-K^{{\rm plain}\,T}\|=1.33\times10^{-2}$ Ha on that grid is as large as the error itself.

The verdict also depends on the norm. Transforming the error with $C^T\cdots C$ gives blocks occupied–occupied, occupied–virtual, virtual–occupied and virtual–virtual, the row being the grid index. On 20×50 their norms are $1.90, 0.78, 8.76, 5.93$ (plain) and $1.75, 1.70, 8.53, 7.97$ (fitted) in $10^{-3}$ Ha. Added in quadrature these give $10.8$ and $11.9$, so in the orthonormal basis the fit is worse on the grid where it was better in the atomic-orbital basis. On 50×194 the blocks are $1.46, 0.635, 3.41, 2.17$ and $1.13, 0.532, 3.47, 3.55$ in $10^{-5}$ Ha, with totals $4.3$ and $5.1$. On 30×110 they are $1.26, 0.435, 3.85, 2.65$ and $0.945, 0.711, 4.16, 5.83$ in $10^{-4}$ Ha. On the three grids the occupied–occupied block falls by 8%, 25% and 23%, and the virtual–virtual block grows by factors 1.3, 2.2 and 1.6.

On 20×50 the removed energy term is $5.3\times10^{-5}$ ($p=i$) plus $1.94\times10^{-4}$ (other occupied) plus $3.81\times10^{-4}$ (virtual), in all $6.28\times10^{-4}$ Ha for canonical orbitals. Normalisation errors are the smallest part here, and the electron count on the grid, ${\rm tr}(PS_n)=15.999500$, sees only them. On the two finer grids $p=i$ is the largest part, $9.7\times10^{-5}$ of $1.26\times10^{-4}$ Ha and $-6.8\times10^{-6}$ of $-1.13\times10^{-5}$ Ha.

The drop of the energy error on 20×50 from $6.44\times10^{-4}$ Ha (0.404 kcal/mol) to $3.9\times10^{-6}$ Ha does not survive a rotation of the grid against the molecule. For five random orientations the plain errors are $-2.71, 3.34, 9.19, -0.52, -0.84$ and the fitted ones $5.47, 2.44, 3.39, 7.38, 2.59$ in $10^{-4}$ Ha. The root mean squares are $4.56\times10^{-4}$ and $4.66\times10^{-4}$ Ha (0.286 and 0.292 kcal/mol). This near equality belongs to the small sample: 58 other random orientations give $7.3\times10^{-4}$ Ha (plain) and $4.6\times10^{-4}$ Ha (fitted), the fitted error being the smaller in 42 of them; a further 41 give $8.1\times10^{-4}$ and $4.4\times10^{-4}$ Ha with the fitted error smaller in 31, so the second digit is sampling scatter. The fitted error is typically a few $10^{-4}$ Ha on this grid, not $10^{-6}$ Ha, and it can exceed the plain one in a given orientation. The $T$ and $E$ parts have root mean squares $5.95\times10^{-4}$ and $4.70\times10^{-4}$ Ha, so for these five orientations they cancel in part in the plain energy. The five fitted values span $4.9\times10^{-4}$ Ha against $11.9\times10^{-4}$ Ha for the plain ones; the positive sign of the fitted error is frequent but not universal, occurring in 53 of the 58 other orientations.

## When the remainder is small

The fit wins decisively when $\|E\|\ll\|T\|$ and $\|\Delta S\,S_n^{-1}\|_2\ll1$ (so that the margin $m$ is small against $\|E\|$), and the first condition holds in the limit where the remainder $R_\nu$ vanishes while $T$ does not. The long-range kernel provides a controlled case. From ${\rm erf}(x)=(2/\sqrt\pi)(x-x^3/3+\dots)$,

$$\frac{{\rm erf}(\omega r)}{r}=\frac{2\omega}{\sqrt\pi}\Big(1-\frac{\omega^2r^2}{3}+\dots\Big).$$

When $\omega$ times the molecular size is small, $A_{\nu\sigma}\to(2\omega/\sqrt\pi)S_{\nu\sigma}$ at every point where the basis functions are not negligible, so $G_\nu\to(2\omega/\sqrt\pi)\sum_\lambda\chi_\lambda(PS)_{\lambda\nu}$, which is in the span. Hence $c\to(2\omega/\sqrt\pi)PS$, $T\to(2\omega/\sqrt\pi)\Delta S\,PS$, and $R$ and $E$ start at order $\omega^3$. The ratio of fitted to plain error scales as $\omega^2$. By the s-Gaussian formula the kernel is the potential of a unit Gaussian charge of exponent $\omega^2$, and $A^g$ was computed as the Coulomb integral with such a charge at $\mathbf r_g$. On 20×50, relative to the analytic long-range $K$, $\omega=0.04$ bohr$^{-1}$ gives a plain error $7.806\times10^{-4}$ Ha (leading term $7.826\times10^{-4}$) and a fitted error $1.454\times10^{-6}$ Ha; $\omega=0.02$ bohr$^{-1}$ gives $3.910\times10^{-4}$ ($3.913\times10^{-4}$) and $1.839\times10^{-7}$ Ha. The ratios are $1.863\times10^{-3}$ and $4.703\times10^{-4}$, whose quotient is 3.96 against the limiting value 4.

For the full Coulomb kernel the fitting space can be enlarged, as with the dealiasing functions of pseudospectral methods. Let $Y$ hold the grid values of a set whose span contains the basis, $S_{XY}$ the analytic cross overlap, and $G=c_Y^TY+R_Y$ the exact projection. Each $\chi_\mu$ is orthogonal to $R_Y$, so $K=S_{XY}c_Y$. The least-squares coefficients are $(YY^T)^{-1}YG^T=c_Y+(YY^T)^{-1}YR_Y^T$, giving $K^Y-K=S_{XY}(YY^T)^{-1}YR_Y^T$ when $YY^T$ is invertible. The fits here were solved by singular value decomposition, discarding singular values below $10^{-10}$ of the largest. The largest set below is linearly dependent: on 30×110 its 136 functions have rank 130, six singular values lying at rounding level. There the inverse is to be read as the pseudo-inverse, and the matrix error on that grid is the same for cutoffs from $10^{-3}$ to $10^{-13}$. For def2-SVP itself, its uncontracted form, and that plus def2-TZVP (38, 62, 136 functions), the least-squares residual on the grid relative to $\|G\|$ is 0.225, 0.040, 0.023 on both coarser grids. The matrix errors are $7.94, 5.37, 3.38\times10^{-3}$ Ha on 20×50 and $5.90, 5.18, 3.56\times10^{-4}$ Ha on 30×110. The largest space beats the plain scheme on both grids, on 30×110 only narrowly ($3.56$ against $4.02$). A tenfold smaller residual buys a factor of about 2: the error depends on how badly the grid integrates the remainder, which its norm does not determine. The energy error on the aligned 20×50 grid rises along the series, $3.9\times10^{-6}$, $5.0\times10^{-5}$, $4.0\times10^{-4}$ Ha, while its root mean square over the five orientations is $3.16\times10^{-4}$ Ha in the largest space, a sample too small to fix a trend.

## The fitted matrix is not an energy derivative

Let $F_g$ be column $g$ of $F$. Then $E^{\rm plain}=-\tfrac14{\rm tr}(PXG^T)=-\tfrac14\sum_gF_g^TA^gF_g$. For symmetric $\delta P$, $\delta F=\delta P\,X$, and the symmetry of $A^g$ makes the two terms of the product rule equal: $\delta E^{\rm plain}=-\tfrac12{\rm tr}(\delta P\,XG^T)=-\tfrac12{\rm tr}(\delta P\,K^{\rm plain})$, as for exact exchange. In the fitted case $E^{\rm fit}=-\tfrac14\sum_g(PQ)_g^TA^g(PX)_g$, $Q$ does not depend on $P$, and the two terms differ:

$$\delta E^{\rm fit}=-\tfrac14{\rm tr}\big[\delta P\,(QG^T+XG_Q^T)\big],\qquad (G_Q)_{\nu g}=\sum_\sigma A^g_{\nu\sigma}(PQ)_{\sigma g}.$$

This equals $-\tfrac12{\rm tr}(\delta P\,K^{\rm fit})$ only up to a term of first order in $Q-X$. On 20×50, where $\|Q-X\|/\|X\|=4.9\times10^{-3}$, a central difference with step 0.01 along a random symmetric direction of unit norm, exact for a quadratic form, gives 0.75202788 Ha for the plain energy, the value of $-\tfrac12{\rm tr}(\delta P\,K^{\rm plain})$. For the fitted energy it gives 0.75190321 Ha, the value of the two-term formula, whereas $-\tfrac12{\rm tr}(\delta P\,K^{\rm fit})=0.75190726$ Ha, off by $4.05\times10^{-6}$ Ha. A self-consistent field converged with $K^{\rm fit}$ is therefore not in general a stationary point of $E^{\rm fit}$, and gradient formulas that assume stationarity carry an error that vanishes with $Q-X$.

## The chain of spheres

Each term of $K^{\rm plain}_{\mu\nu}$ is $X_{\mu g}A^g_{\nu\sigma}F_{\sigma g}$. If the triples $(g,\nu,\sigma)$ with $\max_\mu|X_{\mu g}|\,|A^g_{\nu\sigma}|\,|F_{\sigma g}|\le\tau$ are dropped, the triangle inequality bounds the change of $K_{\mu\nu}$ by the sum of these magnitudes over the dropped $(g,\sigma)$. To count the survivors, surround each function by the sphere outside which it is negligible. A point $g$ lies in the spheres of a size-independent number of $\lambda$. The factor $A$ requires the spheres of $\nu$ and $\sigma$ to intersect (the S-junction), which leaves $O(N)$ pairs, but its tail $S_{\nu\sigma}/d$ couples every pair of nonzero overlap to each point $g$ within a distance of order $|S_{\nu\sigma}|\max_\mu X_{\mu g}^2/\tau$, if $F_{\sigma g}$ is taken to be as large as $\max_\mu|X_{\mu g}|$ (pairs of zero overlap decay faster, as a higher power of $1/d$ or, when all their multipoles vanish, like a Gaussian), so $O(N^2)$ triples remain as long as the system is smaller than that distance. The factor $F_{\sigma g}=\sum_\lambda P_{\sigma\lambda}X_{\lambda g}$ ties $\sigma$ to the neighbourhood of $g$ provided $P_{\sigma\lambda}$ decays with distance (the P-junction). The chain $g\to\lambda\to\sigma\to\nu$ then has bounded length and the count is $O(N)$. Without a fast decay of $P$, as in metallic systems, this argument fails until the system exceeds the range over which $P$ is above threshold. The product with $SS_n^{-1}$, done densely, remains $O(N^3)$.

For stacks of $n=2,3,4$ parallel H$_2$CO molecules 5 Å apart (restricted Hartree–Fock, STO-3G, 10×26 grid, $\tau=10^{-7}$ Ha) there are $1.185, 4.001, 9.483\times10^6$ triples in all. Those above $\tau$ number $1.674, 2.530, 3.387\times10^5$, with increments $0.856$ and $0.857\times10^5$ in the ratio 1.001. Replacing $|F_{\sigma g}|$ by $\max_\lambda|X_{\lambda g}|$ discards the P-junction and gives $3.904, 8.487, 14.51\times10^5$, with increments in the ratio 1.314; a pure $n^2$ law would give $7/5$ and a linear one 1. Screening changes no element of $K$ by more than $7.5\times10^{-6}$ Ha relative to the unscreened sum, far below the largest error of this very coarse grid relative to analytic integrals, 0.24 Ha. These counts use the computed magnitudes; a working code must decide before computing $A$ and needs upper bounds on $|A|$, which keep more triples. The bound $S_{ab}\min(2\sqrt{p/\pi},1/d)$ derived above holds for a pair of primitive s functions and, summed over primitives with the magnitudes of the contraction coefficients, for contracted s functions; for higher angular momentum the overlap can vanish while $A$ does not. Weakly coupled molecules in a minimal basis are a favourable case, and diffuse functions add larger spheres to the chain.
